# The skew angle of a collinear atom–diatom reaction: test program

```python
"""Skew angle of the collinear reaction A + BC -> AB + C.

Result under test: with r1 = xB - xA, r2 = xC - xB and total mass M,
    Q1 = r1 + c*r2,  Q2 = s*r2,
    c = mC/(mB+mC),  s = sqrt(mu_BC/mu),
    mu = mA*(mB+mC)/M,  mu_BC = mB*mC/(mB+mC),
the kinetic energy in the centre-of-mass frame is mu/2*(Q1'^2 + Q2'^2),
and the region r1 > 0, r2 > 0 is a wedge of acute angle beta with
    tan(beta)^2 = mB*M/(mA*mC).
Masses are in u, lengths in angstrom, velocities in km/s.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from pyscf.data import elements


def skew_formula(m):
    """Skew angle in radians from the derived tangent formula."""
    return math.atan(math.sqrt(m[1] * sum(m) / (m[0] * m[2])))


def scaling(m):
    """Return mu, c, s of the mass-scaled coordinates."""
    a, b, c = m
    mu = a * (b + c) / (a + b + c)
    mu_bc = b * c / (b + c)
    return mu, c / (b + c), math.sqrt(mu_bc / mu)


def atoms_from_bonds(m, r1, r2):
    """Atomic positions (or velocities) with the centre of mass at zero."""
    x = np.array([0.0, r1, r1 + r2])
    return x - np.dot(m, x) / np.sum(m)


def skew_from_displacements(m):
    """Angle between mass-weighted displacements that stretch r1 or r2."""
    root = np.sqrt(np.array(m))
    e1 = root * atoms_from_bonds(m, 1.0, 0.0)
    e2 = root * atoms_from_bonds(m, 0.0, 1.0)
    cosine = e1 @ e2 / math.sqrt((e1 @ e1) * (e2 @ e2))
    return math.acos(cosine)


# Symbolic test of the kinetic energy, starting from atomic velocities
a, b, c = sp.symbols("a b c", positive=True)
u1, u2, va = sp.symbols("u1 u2 va", real=True)
total = a + b + c
va_cm = sp.solve(a * va + b * (va + u1) + c * (va + u1 + u2), va)[0]
t_atoms = (a * va_cm**2 + b * (va_cm + u1)**2
           + c * (va_cm + u1 + u2)**2) / 2
mu_sym = a * (b + c) / total
s_sym = sp.sqrt(b * c / (b + c) / mu_sym)
t_scaled = mu_sym / 2 * ((u1 + c * u2 / (b + c))**2 + (s_sym * u2)**2)
t_bonds = (a * (b + c) * u1**2 + 2 * a * c * u1 * u2
           + c * (a + b) * u2**2) / (2 * total)
assert sp.simplify(t_atoms - t_scaled) == 0
assert sp.simplify(t_atoms - t_bonds) == 0

# Angle formulas against mass-weighted Cartesian geometry, many mass sets
rng = np.random.default_rng(4)
max_angle_error = 0.0
for m in rng.uniform(0.5, 50.0, size=(200, 3)):
    direct = skew_from_displacements(m)
    cos_sq = m[0] * m[2] / ((m[0] + m[1]) * (m[1] + m[2]))
    max_angle_error = max(max_angle_error, abs(direct - skew_formula(m)))
    assert abs(math.cos(direct)**2 - cos_sq) < 1e-10
assert max_angle_error < 1e-8


# Smooth trajectory: three atoms compared with one point in the Q plane
def potential(r1, r2):
    f1, f2 = math.exp(1.0 - r1), math.exp(1.0 - r2)
    return 4.0 * ((1 - f1)**2 + (1 - f2)**2 + f1 * f2)


def atom_motion(t, y):
    x, v = y[:3], y[3:]
    f1, f2 = math.exp(1.0 - x[1] + x[0]), math.exp(1.0 - x[2] + x[1])
    d1 = 4.0 * (2 * (1 - f1) * f1 - f1 * f2)
    d2 = 4.0 * (2 * (1 - f2) * f2 - f1 * f2)
    return np.concatenate([v, np.array([d1, d2 - d1, -d2]) / model_m])


def point_motion(t, y):
    def v_of_q(q1, q2):
        r2 = q2 / s_m
        return potential(q1 - c_m * r2, r2)
    h = 1e-5
    g1 = (v_of_q(y[0] + h, y[1]) - v_of_q(y[0] - h, y[1])) / (2 * h)
    g2 = (v_of_q(y[0], y[1] + h) - v_of_q(y[0], y[1] - h)) / (2 * h)
    return [y[2], y[3], -g1 / mu_m, -g2 / mu_m]


model_m = np.array([1.0, 2.0, 3.0])
mu_m, c_m, s_m = scaling(model_m)
start_atoms = np.concatenate([atoms_from_bonds(model_m, 3.0, 1.0),
                              atoms_from_bonds(model_m, -2.0, 0.0)])
start_point = [3.0 + c_m, s_m, -2.0, 0.0]
options = dict(rtol=1e-10, atol=1e-11, method="DOP853")
end_a = solve_ivp(atom_motion, (0, 3), start_atoms, **options).y[:, -1]
end_q = solve_ivp(point_motion, (0, 3), start_point, **options).y[:, -1]
r1_a, r2_a = end_a[1] - end_a[0], end_a[2] - end_a[1]
r2_q = end_q[1] / s_m
r1_q = end_q[0] - c_m * r2_q
path_error = max(abs(r1_a - r1_q), abs(r2_a - r2_q))
assert abs(r1_a - (3.0 - 2.0 * 3)) > 0.5   # the forces really acted
assert path_error < 1e-6


# Hard atoms: impacts follow from momentum and energy conservation only
def elastic(m, v, i):
    """Velocities after an elastic impact of neighbours i and i+1."""
    w = v.copy()
    v_pair = (m[i] * v[i] + m[i + 1] * v[i + 1]) / (m[i] + m[i + 1])
    w[i], w[i + 1] = 2 * v_pair - v[i], 2 * v_pair - v[i + 1]
    return w


def count_impacts(m, gaps, v):
    gaps, v, count = np.array(gaps), np.array(v), 0
    while count < 1000:
        rates = np.diff(v)
        times = [-g / k if k < -1e-12 else math.inf
                 for g, k in zip(gaps, rates)]
        i = int(np.argmin(times))
        if math.isinf(times[i]):
            return count
        gaps = gaps + rates * times[i]
        gaps[i] = 0.0
        v = elastic(m, v, i)
        count += 1
    raise RuntimeError("impacts did not end")


def impact_counts(m):
    found = set()
    for _ in range(300):
        w = rng.uniform(0.02, 0.98)
        v = atoms_from_bonds(m, -w, -(1 - w))
        found.add(count_impacts(m, rng.uniform(0.5, 2.0, 2), v))
    return sorted(found)


def q_velocity(m, v):
    _, cc, ss = scaling(m)
    return np.array([v[1] - v[0] + cc * (v[2] - v[1]), ss * (v[2] - v[1])])


m_h, m_cl = float(elements.MASSES[1]), float(elements.MASSES[17])
systems = {"H + H2": (m_h, m_h, m_h), "Cl + HCl": (m_cl, m_h, m_cl)}
r1, r2, r1_dot, r2_dot = 2.0, 1.0, -2.0, 1.0
to_kj_mol = constants.atomic_mass * 1e6 * constants.N_A / 1e3

print(f"mass of H: {m_h:.3f} u;  mass of Cl: {m_cl:.3f} u")
print(f"chosen geometry: r1 = {r1:.1f}, r2 = {r2:.1f} angstrom")
print(f"chosen velocities: r1' = {r1_dot:.1f}, r2' = {r2_dot:.1f} km/s")
for name, m in systems.items():
    mu, cc, ss = scaling(m)
    beta = skew_from_displacements(m)
    assert abs(beta - skew_formula(m)) < 1e-8

    # An A-B impact must be a mirror reflection at the edge r1 = 0
    v_in = atoms_from_bonds(m, -1.3, 0.4)
    q_in, q_out = q_velocity(m, v_in), q_velocity(m, elastic(m, v_in, 0))
    edge = np.array([math.cos(beta), math.sin(beta)])
    assert np.allclose(q_out, 2 * (q_in @ edge) * edge - q_in, atol=1e-10)

    counts = impact_counts(m)
    ratio = math.pi / beta
    if abs(ratio - round(ratio)) < 1e-6:
        assert counts == [round(ratio)]
    else:
        assert counts == [math.floor(ratio), math.ceil(ratio)]

    v = atoms_from_bonds(m, r1_dot, r2_dot)
    t_direct = 0.5 * np.dot(m, v**2) * to_kj_mol
    q_dot = q_velocity(m, v)
    t_point = 0.5 * mu * (q_dot @ q_dot) * to_kj_mol
    t_cross = m[0] * m[2] * r1_dot * r2_dot / sum(m) * to_kj_mol
    assert abs(t_direct - t_point) < 1e-9 * t_direct

    print(f"--- {name} ---")
    print(f"total mass M: {sum(m):.3f} u")
    print(f"scaled mass mu: {mu:.4f} u")
    print(f"coefficient c: {cc:.5f};  coefficient s: {ss:.5f}")
    print(f"tan^2(beta) from geometry: {math.tan(beta)**2:.5f}")
    print(f"tan(beta): {math.tan(beta):.5f}")
    print(f"skew angle beta: {math.degrees(beta):.2f} degrees")
    print(f"180 degrees / beta: {ratio:.3f}")
    print("hard-atom impact counts found:", counts)
    print(f"Q1 = {r1 + cc * r2:.4f}, Q2 = {ss * r2:.4f} angstrom")
    print("velocities of A, B, C: "
          + ", ".join(f"{x:.4f}" for x in v) + " km/s")
    print(f"Q1' = {q_dot[0]:.4f}, Q2' = {q_dot[1]:.4f} km/s")
    print(f"kinetic energy, three atoms: {t_direct:.4f} kJ/mol")
    print(f"kinetic energy, one point: {t_point:.4f} kJ/mol")
    print(f"cross term alone: {t_cross:.4f} kJ/mol")
    print(f"value without cross term: {t_direct - t_cross:.4f} kJ/mol")

beta_h = skew_from_displacements(systems["H + H2"])
beta_cl = skew_from_displacements(systems["Cl + HCl"])
beta_heavy = skew_from_displacements((m_h, m_cl, m_h))
assert abs(math.degrees(beta_h) - 60.0) < 1e-6
assert beta_cl < beta_h < beta_heavy < math.pi / 2
print("--- contrast and tests ---")
print(f"skew angle, H + ClH (Cl central): "
      f"{math.degrees(beta_heavy):.2f} degrees")
print(f"largest angle error, 200 mass sets: {max_angle_error:.1e} rad")
print(f"trajectory mismatch, model units: {path_error:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
mass of H: 1.008 u;  mass of Cl: 35.450 u
chosen geometry: r1 = 2.0, r2 = 1.0 angstrom
chosen velocities: r1' = -2.0, r2' = 1.0 km/s
--- H + H2 ---
total mass M: 3.024 u
scaled mass mu: 0.6720 u
coefficient c: 0.50000;  coefficient s: 0.86603
tan^2(beta) from geometry: 3.00000
tan(beta): 1.73205
skew angle beta: 60.00 degrees
180 degrees / beta: 3.000
hard-atom impact counts found: [3]
Q1 = 2.5000, Q2 = 0.8660 angstrom
velocities of A, B, C: 1.0000, -1.0000, 0.0000 km/s
Q1' = -1.5000, Q2' = 0.8660 km/s
kinetic energy, three atoms: 1.0080 kJ/mol
kinetic energy, one point: 1.0080 kJ/mol
cross term alone: -0.6720 kJ/mol
value without cross term: 1.6800 kJ/mol
--- Cl + HCl ---
total mass M: 71.908 u
scaled mass mu: 17.9735 u
coefficient c: 0.97235;  coefficient s: 0.23352
tan^2(beta) from geometry: 0.05768
tan(beta): 0.24016
skew angle beta: 13.50 degrees
180 degrees / beta: 13.329
hard-atom impact counts found: [13, 14]
Q1 = 2.9724, Q2 = 0.2335 angstrom
velocities of A, B, C: 0.5210, -1.4790, -0.4790 km/s
Q1' = -1.0276, Q2' = 0.2335 km/s
kinetic energy, three atoms: 9.9806 kJ/mol
kinetic energy, one point: 9.9806 kJ/mol
cross term alone: -34.9531 kJ/mol
value without cross term: 44.9337 kJ/mol
--- contrast and tests ---
skew angle, H + ClH (Cl central): 88.42 degrees
largest angle error, 200 mass sets: 8.0e-16 rad
trajectory mismatch, model units: 9.0e-11
ALL CHECKS PASSED
```
